Pryce spin Hamiltonian for orbital singlets: tetragonal Cu2+ and Ni2+

**1. Form of the answer**

An ion with total spin S and a non-degenerate orbital ground state |0⟩ has 2S+1 low-lying levels, so an effective Hamiltonian for them contains spin operators and the magnetic field B only. Reversing time changes the sign of S, and also of B if the field's sources are reversed. Each allowed term therefore has an even total number of factors S and B. Up to two factors, the possibilities are B·g·S, S·D·S and a term quadratic in B.

Dimensions and the structure of the couplings fix the coefficients. Let λ be the spin-orbit constant of the term and μB the Bohr magneton. The orbital momentum L enters the perturbation through

V = L·W, W = λS + μB B.

If L has no mean value in |0⟩, the leading orbital effect is of second order: two factors of W divided by an excitation energy. It must have the form −W·Λ·W, where Λ is a tensor with the dimension of inverse energy. One tensor thus determines the g shift (λΛ, a pure number), the zero-field tensor (λ²Λ, an energy) and the field-induced energy.

**2. Model and result**

The Hamiltonian is

H = H0 + λ L·S + μB B·(L + 2S).

H0 contains the crystal field and the electron repulsion, but neither spin-orbit coupling nor the magnetic field. L and S are dimensionless, and μB = 1/2 in atomic units. The spin g-factor is set to 2. Covalency and the diamagnetic term, which is also quadratic in B, are left out, and for now so are excited states of a different total spin. With H0|n⟩ = E_n|n⟩, define

Λ_ij = Σ_n ⟨0|L_i|n⟩⟨n|L_j|0⟩/(E_n − E_0), n ≠ 0.

To second order in λ and B jointly, the lowest 2S+1 levels are those of the operator below, called Pryce's spin Hamiltonian in what follows:

H_S = E_0 + μB B·g·S + S·D·S − μB² B·Λ·B,
g = 2(1 − λΛ),
D = −λ²Λ.

The expansion requires |λ| and μB|B| to be small compared with the excitation energies.

**3. Derivation**

*Quenching.* H0 is real, so the non-degenerate orbital function |0⟩ can be chosen real, and so can the |n⟩. The operator L = −i Σ r×∇ is imaginary. Hence ⟨0|L_i|0⟩ is imaginary; since L_i is Hermitian it is also real, and therefore zero. For the other elements write ⟨0|L_i|n⟩ = i a_in with a_in real. Then ⟨n|L_j|0⟩ = −i a_jn, and

Λ_ij = Σ_n a_in a_jn/(E_n − E_0).

Λ is real and symmetric, and it has no negative eigenvalue because every denominator is positive.

*Eliminating the excited states.* Write the state as |0⟩χ_0 + Σ_n |n⟩χ_n, where each χ is a vector in spin space. The spin Zeeman term Z = 2μB B·S does not change the orbital state. Projecting the eigenvalue equation on |0⟩ and on |n⟩ gives

(E_0 + Z)χ_0 + Σ_n ⟨0|L_i|n⟩W_i χ_n = E χ_0,
(E_n + Z)χ_n + ⟨n|L_j|0⟩W_j χ_0 + Σ_m ⟨n|L_j|m⟩W_j χ_m = E χ_n.

Repeated Cartesian indices are summed, and m runs over excited states. In the second line χ_n is of first order. The terms Zχ_n and W_jχ_m, and the difference between E and E_0 multiplying χ_n, are of second order or higher. To first order,

χ_n = −⟨n|L_j|0⟩W_j χ_0/(E_n − E_0).

Inserting this in the first line gives

E χ_0 = (E_0 + 2μB B·S − Λ_ij W_i W_j)χ_0 + third-order terms.

*Expanding the square.* The order of the spin operators is kept:

Λ_ij W_i W_j = λ²Λ_ij S_i S_j + λμB Λ_ij(S_i B_j + B_i S_j) + μB²Λ_ij B_i B_j.

Because Λ is symmetric, the two cross terms are equal and sum to 2λμB B·Λ·S. With the minus sign in front, the terms linear in B and S are

2μB B·S − 2λμB B·Λ·S = μB B·[2(1 − λΛ)]·S.

This gives g. The terms quadratic in S give D = −λ²Λ, and the last term lowers all 2S+1 levels equally. Since its energy is −μB²B·Λ·B, it contributes a moment 2μB²Λ·B that does not depend on the spin state.

If the spin g-factor g_e is kept, only the first-order term changes, and g = g_e − 2λΛ.

**4. Axial symmetry and what D means**

For a tetragonal axis z, Λ_xx = Λ_yy and the off-diagonal elements vanish. Using S_x² + S_y² = S(S+1) − S_z²,

S·D·S = D_xx S(S+1) + D S_z²,
D = D_zz − D_xx = −λ²(Λ_zz − Λ_xx).

From here on, D without indices is this scalar. Since g_z − g_x = −2λ(Λ_zz − Λ_xx), it also satisfies

D = (λ/2)(g_z − g_x).

For S = 1 the states with M = ±1 lie at D relative to the state with M = 0.

For S = 1/2, S_z² = 1/4, and for any symmetric tensor S·D·S = (D_xx + D_yy + D_zz)/4. This is a constant. Cu2+ therefore has a D tensor on paper but no zero-field splitting, and its anisotropy appears in g.

**5. Sign and size of λ for d9 and d8**

Let the one-electron coupling be ζ Σ l·s with ζ > 0. A shell with few vacancies is best described by holes. For a one-electron operator O,

Σ O_pq a†_p a_q = Tr O − Σ O_pq a_q a†_p.

Label each hole by the time-reversed partner of the missing electron state. If O is Hermitian and time reversal multiplies it by τ = ±1, reversing both labels turns the hole matrix into −τO. For l and s, τ = −1, so holes carry ordinary angular momenta with a plus sign. For l·s and for the crystal field, τ = +1, so both change sign.

One hole, d9, has L = l and S = s, and the coupling is −ζ L·S. Thus λ = −ζ.

For two holes, d8, use the identity

l1·s1 + l2·s2 = ½(l1 + l2)·(s1 + s2) + ½(l1 − l2)·(s1 − s2).

The second product is odd under exchange of the two spins, so it has no matrix elements between triplets. Within the triplets the coupling is −(ζ/2)L·S, and λ = −ζ/2. The discarded product connects triplets to singlets and returns in section 8.

In both ions λ is negative, so Pryce's g exceeds 2 along every principal axis on which Λ is nonzero and equals 2 on an axis where Λ vanishes, as it does along z for a d9 hole in z².

**6. Tetragonal Cu2+**

Let ε denote electron orbital energies, with x²−y² highest. The hole then sits in x²−y², and moving it to orbital k costs ε(x²−y²) − ε(k). With a common normalization the orbitals are

(√3/2)(x²−y²), ½(2z²−x²−y²), √3 xy, √3 yz, √3 xz.

Apply l_z = −i(x∂_y − y∂_x) and l_x = −i(y∂_z − z∂_y):

l_z|x²−y²⟩ = 2i|xy⟩, l_z|z²⟩ = 0,
l_x|x²−y²⟩ = −i|yz⟩, l_x|z²⟩ = −i√3|yz⟩.

For example, l_z acting on x²−y² gives 4i xy; multiplication by √3/2 gives 2i(√3 xy). With Δ_xy = ε(x²−y²) − ε(xy) and Δ_yz = ε(x²−y²) − ε(yz),

Λ_zz = 4/Δ_xy, Λ_xx = 1/Δ_yz,
g_z = 2 − 8λ/Δ_xy, g_x = 2 − 2λ/Δ_yz.

The factor of four between the numerators comes from the squared amplitudes 2² and 1².

These formulas fail as z² approaches x²−y². Both orbitals are connected to yz by l_x and to xz by l_y = −i(z∂_x − x∂_z), with l_y|x²−y²⟩ = −i|xz⟩ and l_y|z²⟩ = i√3|xz⟩. The path through yz gives the product (i√3)(−i) = √3 and the path through xz gives (−i√3)(−i) = −√3, so the second-order coupling between the two orbitals is −(√3/Δ_yz)(W_x² − W_y²). Its zero-field part vanishes because S_x² = S_y² = 1/4, but the cross term −(2√3λμB/Δ_yz)(S_xB_x − S_yB_y) remains. For μB|B| smaller than |λ| the field thus mixes them with a strength of order |λ|μB|B|/Δ_yz. This strength is much smaller than μB|B|, but it acts fully where the upper Zeeman level of x²−y² meets the lower Zeeman level of z², that is, where the zero-field separation of the two doublets is about 2μB|B|. That separation includes the constant shifts (D_xx + D_yy + D_zz)/4 of section 4. They are −(λ²/4)(4/Δ_xy + 2/Δ_yz) for x²−y² and −(λ²/4)(6/Δ_yz) for z², whose squared amplitudes to yz and xz are 3 each. To second order the separation is therefore ε(x²−y²) − ε(z²) + λ²(1/Δ_xy − 1/Δ_yz). For λ = −0.1 eV, Δ_xy = 1.5 eV and Δ_yz = 1.7 eV the last term is 7.8×10⁻⁴ eV, about seven times 2μB|B| at 1 T. For a field along the diagonal between x and y the cross term is proportional to S_x − S_y and connects these two levels. The separation of the two doublets, spin-orbit shifts included, must therefore be large compared with μB|B|, or both orbitals must be kept in the effective Hamiltonian.

**7. Tetragonal Ni2+**

Here the two holes occupy z² and x²−y² with parallel spins. Take these to be the two highest orbitals. This triplet, ³B1, then has the lowest crystal-field energy of all triplets and, being pure ³F as shown below, the lowest repulsion energy, so it is the lowest triplet. It is the ground state if the splitting of the two orbitals is too small to favour placing both holes in x²−y².

*Parallel component.* Acting on each hole in turn, L_z gives

L_z|z², x²−y²⟩ = 2i|z², xy⟩.

The final state has symmetry B2. Among the ten antisymmetric orbital pairs, (z², x²−y²) is the only one of symmetry B1 and (z², xy) the only one of symmetry B2. Both are therefore eigenstates of H0 within the triplets. The ten pairs make up the free-ion terms ³F and ³P. The P term splits into A2 + E and contains neither B1 nor B2, so both states are pure F and have the same repulsion energy. Their separation is the orbital gap Δ_xy, and

Λ_zz = 4/Δ_xy.

*Perpendicular component.* Similarly,

L_x|z², x²−y²⟩ = −i√3|yz, x²−y²⟩ − i|z², yz⟩.

The squared norm is 3 + 1 = 4. The first pair, with weight 3/4, has its hole moved from z² to yz; the second, with weight 1/4, has it moved from x²−y² to yz. L does not leave the F term, so the mean repulsion energy is again that of the ground state. The crystal field is diagonal in the orbitals and adds no cross term. The mean excitation energy is

Δ_⊥ = ¾[ε(z²) − ε(yz)] + ¼[ε(x²−y²) − ε(yz)].

This state is generally spread over three ³E levels with energies Δ_n and weights p_n that sum to one. Hence Λ_xx = 4 Σ p_n/Δ_n. Because 1/Δ is a convex function,

Λ_xx ≥ 4/Δ_⊥.

In a cubic field L_x|0⟩ belongs to the single ³T2 level, and equality holds. A weak distortion gives the Δ_n a variance of second order, so equality survives to first order. In that regime

D ≈ 4λ²(1/Δ_⊥ − 1/Δ_xy).

The sign of this estimate is the sign of

Δ_xy − Δ_⊥ = ¾[ε(x²−y²) − ε(z²)] − [ε(xy) − ε(yz)].

For an elongated octahedron with both brackets positive, the two splittings enter with opposite signs, and for freely chosen orbital energies either can win. Simple models of the field are more definite. An axial field of rank 2 splits the two pairs in the ratio 4:3 and drops out of this difference, so only the rank-4 part sets its sign, and for six equal point charges elongation makes it positive. In the angular-overlap model the difference is (3/2)δe_σ − 2δe_π, where δ is the equatorial minus the axial parameter. If the axial e_σ and e_π are both reduced by a factor q < 1, it equals (1 − q)(3e_σ − 4e_π)/2, which is positive whenever the cubic gap 3e_σ − 4e_π is. A negative sign needs δe_π > ¾δe_σ, which is possible when the axial ligands differ in kind from the equatorial ones. In the cubic limit D = 0 and g = 2 − 8λ/Δ, where Δ is the common gap.

**8. What the formula for D omits**

The product ½(l1 − l2)·(s1 − s2) couples the ground triplet of d8 to excited spin singlets s. Use the spin states |T_i⟩ defined by S_i|T_i⟩ = 0. Acting on the spin singlet, (s1 − s2)_i gives |T_i⟩ up to a phase, so |T_i⟩ is lowered by

K_i = (ζ²/4) Σ_s |⟨s|(l1 − l2)_i|0⟩|²/(E_s − E_0).

T_z is the state with M = 0, while T_x and T_y span M = ±1. The singlets therefore add

D_singlet = K_z − K_x,

which is of the same order in ζ as Pryce's D. They do not change g at first order in ζ: that would require one spin-orbit step to a singlet and one Zeeman step back, but L + 2S conserves total spin.

**9. Worked example**

Two model ions take round parameters. The reference is a diagonalization of the d-shell Hamiltonian in all 10 (d9) or 45 (d8) determinants, with one-electron spin-orbit coupling and Coulomb repulsion. It is a reference for this model and contains no ligand orbitals.

*d9.* The inputs are ζ = 0.100 eV, so λ = −0.100 eV, with Δ_xy = 1.500 eV and Δ_yz = 1.700 eV. Then

g_z = 2 + 8(0.100)/1.500 = 2.533,
g_x = 2 + 2(0.100)/1.700 = 2.118.

Diagonalization gives 2.503 and 2.100. Relative to the diagonalized shifts from 2, Pryce's shifts are too large by 6% and 18%. The tensor elements D_zz = −0.0267 eV and D_xx = −0.0059 eV differ strongly, yet the numerical check confirms that the ground doublet is unsplit at zero field.

*d8.* The orbital energies of x²−y², z², xy and xz/yz are 1.1, 0.9, 0.0 and −0.1 eV. The repulsion is set by the Slater integrals F² = 9.0 eV and F⁴ = 6.0 eV, which place ³P 1.73 eV above ³F. With ζ = 0.080 eV, λ = −0.040 eV. The gaps are Δ_xy = 1.100 eV and

Δ_⊥ = ¾(1.0) + ¼(1.2) = 1.050 eV.

Λ_zz = 4/1.100 = 3.6364 eV⁻¹. The full sum over ³E levels gives Λ_xx = 3.8212 eV⁻¹, slightly above the bound 3.8095 eV⁻¹. Hence

g_z = 2 + 2(0.040)(3.6364) = 2.291,
g_x = 2 + 2(0.040)(3.8212) = 2.306,
D = −(0.040)²(3.6364 − 3.8212) = 2.96×10⁻⁴ eV = 2.39 cm⁻¹.

The two-gap estimate gives 2.77×10⁻⁴ eV, 6% below this value. Diagonalization gives g_z = 2.271 and g_x = 2.284, so Pryce's shifts are 7% and 8% too large relative to the diagonalized ones.

D is much less accurate. The full d-shell value is 1.83×10⁻⁴ eV, or 1.48 cm⁻¹, and Pryce's result is 61% above it. The singlets contribute −0.40×10⁻⁴ eV in second order. Adding them gives 2.56×10⁻⁴ eV, still 39% too high, so the larger part of the discrepancy comes from orders beyond the second. Diagonalization within the triplets alone gives 2.14×10⁻⁴ eV, which shows that higher orders matter there too.

Part of this relative error is particular to the example. In a cubic field D vanishes at every order, so the smallness of D alone does not explain it. Here the second-order value is further reduced because the two splittings of section 7 partly cancel, ¾(0.2) − 0.1 = 0.05 eV, and symmetry does not impose this cancellation on the higher orders. The cancellation enlarges the error without creating it: with only one splitting present, Pryce's D is still too large in magnitude, by 37% for orbital energies 1.1, 0.9, 0.0, 0.0 eV and by 24% for 1.0, 1.0, 0.0, −0.1 eV. D is the difference between D_zz = −5.82×10⁻³ eV and D_xx = −6.11×10⁻³ eV, about 5% of either. Within the triplets, the higher orders change D by 0.81×10⁻⁴ eV. That is 1.3% of |D_xx| but more than a quarter of D.

The numerical check also tests the whole spin Hamiltonian in a skew field, for d8 within the triplets. When λ and B are halved together, the largest level error falls to 0.123 (d9) and 0.120 (d8) of its former value, close to the 1/8 expected of a third-order error.

**10. Use in a calculation**

Λ can be found without listing excited states. Solve

(H0 − E_0)|x_j⟩ = L_j|0⟩, with ⟨0|x_j⟩ = 0,

in one spin component, and set Λ_ij = ⟨0|L_i|x_j⟩. The equation is solvable because quenching makes L_j|0⟩ orthogonal to |0⟩. For a nearly cubic S = 1 ion described by pure d orbitals, g from this Λ is a reasonable first estimate when |λ|Λ is small. In a real compound the orbitals have ligand admixture, which changes the matrix elements of both L and the spin-orbit coupling. This is outside the model, so a free-ion λ with d-shell matrix elements need not reproduce the measured shift. D should then be checked by diagonalization with spin singlets included.

Table of computed values

```
d9: orbital energies x2-y2, z2, xy, xz/yz = (1.5, 0.6, 0.0, -0.2) eV
d9: zeta = 0.100 eV, lambda = -0.100 eV
d9: Lambda_zz = 2.6667 1/eV
d9: Lambda_xx = 0.5882 1/eV
d9: g_z Pryce = 2.5333, full = 2.5027
d9: g_x Pryce = 2.1176, full = 2.0997
d9: D_zz = -2.6667e-02 eV, D_xx = -5.8824e-03 eV
d9: level error ratio, couplings halved = 0.1229
d8: orbital energies x2-y2, z2, xy, xz/yz = (1.1, 0.9, 0.0, -0.1) eV
d8: zeta = 0.080 eV, lambda = -0.040 eV
d8: Lambda_zz = 3.6364 1/eV
d8: Lambda_xx = 3.8212 1/eV
d8: g_z Pryce = 2.2909, full = 2.2708
d8: g_x Pryce = 2.3057, full = 2.2836
d8: D_zz = -5.8182e-03 eV, D_xx = -6.1139e-03 eV
d8: level error ratio, couplings halved = 0.1201
d9: gap to xy = 1.500 eV, gap to xz/yz = 1.700 eV
d8: Slater integrals F2 = 9.0 eV, F4 = 6.0 eV
d8: free-ion 3P above 3F = 1.7347 eV
d8: gap to 3B2 = 1.100 eV, mean gap to 3E = 1.050 eV
d8: 4/(mean gap to 3E) = 3.8095 1/eV
d8: D from the two gaps alone = 2.7706e-04 eV
d8: D Pryce = 2.9571e-04 eV = 2.385 cm^-1
d8: D, triplets only, all orders = 2.1443e-04 eV
d8: second-order spin-singlet part of D = -4.0048e-05 eV
d8: D Pryce + spin-singlet part = 2.5566e-04 eV
d8: D full = 1.8334e-04 eV = 1.479 cm^-1
```
